# Largest remanence of a randomly oriented tetragonal ferroelectric ceramic

## Problem

A ceramic consists of many tetragonal ferroelectric grains. In each grain the spontaneous polarization has magnitude $P_s$ and can point along any of six directions, $\pm\mathbf e_1,\pm\mathbf e_2,\pm\mathbf e_3$, taken as orthogonal. The grain orientations are uniformly distributed, and grain volume is independent of orientation. A strong field is applied and then removed.

Assume that the grains respond independently, that the field turns each one into a single domain along the allowed direction nearest to it, and that this state survives at zero field.

(a) Show that no other choice of domains gives a larger remanent polarization $P_r$ along the former field direction.

(b) Find $P_r/P_s$ in closed form. Here $P_s$ is also the single-crystal remanence, for a crystal fully poled and measured along its polar axis.

(c) Evaluate $P_r$ for a barium titanate ceramic with $P_s=26\ \mu\mathrm{C/cm^2}$, and find the charge collected from a $1\ \mathrm{cm^2}$ electrode when the remanent state is reversed. Judge how far the assumptions can be trusted.

## Hints

1. Keep the crystal axes fixed and let the field direction vary. Random grains then become a random point on a sphere.
2. A grain with several domains has a polarization that is a weighted mean of six vectors. Ask how large a weighted mean can be.
3. The points of the sphere nearest to one axis form the projection of a cube face. Use coordinates on that flat face.
4. Cut the square face into eight right triangles and use plane polar coordinates in one of them.

## Solution

### (a) Why the nearest axis gives the maximum

Let $\mathbf n=(n_1,n_2,n_3)$ be the unit vector of the field in the crystal frame. A domain along $\pm\mathbf e_i$ has the component $\pm P_s n_i$ along the field. Call the six cosines $c_k=\pm n_i$, and let $f_k\ge 0$ be the volume fractions of the domains, with $\sum_k f_k=1$. The grain contributes

$$
P_\parallel=P_s\sum_k f_k c_k\le P_s\,m\sum_k f_k=P_s\,m,\qquad m=\max(|n_1|,|n_2|,|n_3|),
$$

because no $c_k$ exceeds $m$. A single domain along the nearest direction reaches this bound. It also has the lowest field energy density, $-\mathbf P\cdot\mathbf E$, which is why a strong field favours it. Since the bound holds grain by grain, it holds for the average.

The transverse components cancel in the average. Rotating a grain by $180^\circ$ about the field reverses its transverse polarization and leaves $m$ unchanged, and both orientations are equally likely. Hence $P_r=P_s\langle m\rangle$.

### (b) The average

The unit vector $\mathbf n$ is uniform on the sphere, with probability $d\Omega/4\pi$. By cubic symmetry the six regions of nearest direction are equivalent. In the region belonging to $+\mathbf e_3$, project $\mathbf n$ onto the plane at unit distance:

$$
\mathbf n=\frac{(u,v,1)}{r},\qquad r=\sqrt{1+u^2+v^2},\qquad |u|\le1,\quad |v|\le1 .
$$

The limits express $|n_1|\le n_3$ and $|n_2|\le n_3$. The area element $du\,dv$ lies at distance $r$ from the origin, and its normal makes an angle of cosine $1/r$ with the line of sight. Therefore

$$
d\Omega=\frac{du\,dv}{r^2}\,\frac1r=\frac{du\,dv}{r^3},\qquad m=n_3=\frac1r ,
$$

and

$$
\langle m\rangle=\frac{6}{4\pi}J,\qquad J=\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{(1+u^2+v^2)^2}.
$$

Divide the square by its diagonals and midlines into eight equal triangles. In the triangle $0\le\phi\le\pi/4$, with $u=q\cos\phi$ and $v=q\sin\phi$, the outer edge $u=1$ lies at $q=\sec\phi$. The radial integral is

$$
\int_0^{\sec\phi}\frac{q\,dq}{(1+q^2)^2}
=\frac12\left[1-\frac1{1+\sec^2\phi}\right]
=\frac12\,\frac{\sec^2\phi}{1+\sec^2\phi}
=\frac{1}{2(1+\cos^2\phi)} .
$$

For the angular integral put $t=\tan\phi$, so that $d\phi=dt/(1+t^2)$ and $\cos^2\phi=1/(1+t^2)$. Then $1+\cos^2\phi=(2+t^2)/(1+t^2)$, and

$$
\int_0^{\pi/4}\frac{d\phi}{1+\cos^2\phi}=\int_0^1\frac{dt}{2+t^2}=\frac1{\sqrt2}\arctan\frac1{\sqrt2}.
$$

Eight triangles, each with the factor $\tfrac12$, give

$$
J=8\cdot\frac12\cdot\frac1{\sqrt2}\arctan\frac1{\sqrt2}=2\sqrt2\arctan\frac1{\sqrt2}=1.7408 .
$$

The result is

$$
\boxed{\frac{P_r}{P_s}=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}=0.831}
$$

This lies between the extremes for a single grain. The value $m=1$ belongs to a field along an axis, and $m=1/\sqrt3=0.577$ to a field along a body diagonal, which is $54.7^\circ$ from the nearest axis. If the polarization could point in any direction, every grain would have $m=1$; the loss of 17% relative to the single crystal comes from having six directions to choose from.

Two independent evaluations agree with the formula. Quadrature of $m$ over the whole sphere gives 0.831190, equal to the closed form to the digits shown. An explicit sample of 300,000 randomly rotated grains gives $0.8310\pm0.0002$ along the field, and transverse means of 0.0009 and $-0.0001$ with a standard error of 0.0007.

### (c) A barium titanate ceramic

The ideal remanence is

$$
P_r=0.8312\times26\ \mu\mathrm{C/cm^2}=21.6\ \mu\mathrm{C/cm^2}=0.216\ \mathrm{C/m^2}.
$$

Reversal changes the polarization from $-P_r$ to $+P_r$, so the electrode collects $2P_rA=2\times21.6\times1=43.2\ \mu\mathrm C$.

**Finite field.** Take a coercive field $E_c=5$ kV/cm and a poling field $E=20$ kV/cm. Reversing a domain that is antiparallel to the field releases the energy density $2P_sE$, which equals $2P_sE_c$ at the coercive field. As a simple model, use this same threshold for $90^\circ$ switching. A grain that starts along another of its six directions, with cosine $c_0$, then reaches its nearest axis only if

$$
P_sE(m-c_0)\ge2P_sE_c,\qquad\text{that is}\qquad m-c_0\ge\frac{2E_c}{E}=0.5 .
$$

With starting directions chosen at random among the six, 16% of the sampled grains fail to reach the nearest axis. The factor falls to 0.788 and the remanence to $20.5\ \mu\mathrm{C/cm^2}$. The loss is modest because the grains left behind are those with little to gain.

This result depends on the assumed threshold. If $90^\circ$ switching needed three times the energy gain, the condition would be $m-c_0\ge1.5$. No $90^\circ$ switch can meet it, since two perpendicular axes have cosines that differ by at most $\sqrt2$. Only reversals with $|c_0|\ge0.25$ would remain, and the factor would be $\int_{0.25}^1c\,dc=0.469$, or $12.2\ \mu\mathrm{C/cm^2}$.

**Smaller corrections.** Each is estimated separately.

- Pores filling 5% of the volume reduce the ideal value to $0.95\times21.6=20.5\ \mu\mathrm{C/cm^2}$, if they merely dilute the polarization. Pores also depolarize the ceramic around them. For dilute spherical pores of negligible permittivity and volume fraction $\varphi$ the factor is $(1-\varphi)/(1+\varphi/2)=0.927$, which gives $20.0\ \mu\mathrm{C/cm^2}$.
- With $c/a=1.01$, polar axes on the two sides of a $90^\circ$ domain wall make an angle $2\arctan(a/c)$, which is $0.57^\circ$ short of a right angle. A cosine cannot change by more than the tilt in radians, so if no axis tilts by more than this, the factor changes by at most 0.010.
- Warming by 10 K, with a pyroelectric coefficient of magnitude $0.02\ \mu\mathrm{C/(cm^2\,K)}$, taken as $|dP_s/dT|$, lowers $P_r$ by $0.831\times0.02\times10=0.17\ \mu\mathrm{C/cm^2}$. The value for the crystal may be nearer 0.035, which would give about $0.3\ \mu\mathrm{C/cm^2}$, still a small change.
- Leakage imitates remanence in a measured loop. A triangular field of amplitude $E_0$ and frequency $f$ has mean value $E_0/2$ during a half-cycle of duration $1/(2f)$. It drives a charge density $E_0/(4f\rho)$ through resistivity $\rho$. In a centred loop half of this appears on each side, giving $E_0/(8f\rho)=0.025\ \mu\mathrm{C/cm^2}$ for 20 kV/cm, 1 Hz and $10^{11}\ \Omega\,$cm.

**Comparison with real ceramics.** All material parameters here are rough typical values for barium titanate near room temperature, where it is tetragonal. Measured remanences of such ceramics are very roughly $10\ \mu\mathrm{C/cm^2}$, about half the ideal value. The smaller corrections cannot explain this, and neither can the finite field if both kinds of switching have the same threshold. A higher threshold for $90^\circ$ switching could account for much of the gap. Also in doubt is the assumption of independent grains which stay single-domain at zero field; Variation 2 estimates the forces acting against it. The factor 0.831 is therefore a ceiling for random texture within the independent-grain model, not a forecast. It counts only the spontaneous polarization along the polar axes. Unscreened fields between grains also induce polarization. If all grains had the same isotropic permittivity, this induced part would average to zero at zero applied field. In barium titanate the permittivity is much larger across the polar axis than along it, and the induced part can then raise the remanence above $0.831P_s$. A textured ceramic whose grains have a polar $\langle001\rangle$ axis aligned with the field also exceeds $0.831P_s$. Ideal alignment of $\langle110\rangle$ or $\langle111\rangle$ with the field gives less, $0.707P_s$ and $0.577P_s$.

## Variation 1: reversal by 180° only

*Suppose that each grain keeps a randomly chosen polar axis and the field can only select the sign. What is $P_r/P_s$?*

Let $c$ be the cosine between the field and the fixed axis. Equal intervals of $c$ cut equal areas from a sphere, so $c$ is uniform on $(-1,1)$. After the sign has been selected, the contribution is $|c|$, which is uniform on $(0,1)$:

$$
\frac{P_r}{P_s}=\int_0^1c\,dc=\frac12 .
$$

For the same ceramic this gives $13.0\ \mu\mathrm{C/cm^2}$. The rise from 0.5 to 0.831 is due to $90^\circ$ switching. It requires two thirds of the grains to change axis, since a randomly chosen axis is the nearest one with probability $1/3$.

## Variation 2: how unlike are neighbouring grains?

*Find $\langle m^2\rangle$ and use it to estimate the electric fields and stresses that the independent-grain model ignores.*

With $m^2=1/r^2$, the face integral becomes

$$
\langle m^2\rangle=\frac{6}{4\pi}\int_{-1}^1\!\int_{-1}^1\frac{du\,dv}{r^5}.
$$

An antiderivative satisfying $\partial_u\partial_vF=r^{-5}$ is

$$
F=\frac13\left[\arctan\frac{uv}{r}+\frac{uv}{r}\left(\frac1{1+u^2}+\frac1{1+v^2}\right)\right].
$$

To verify it, use $\partial_v(v/r)=(1+u^2)/r^3$ and the same relation with $u$ and $v$ exchanged. Since $r^2+u^2v^2=(1+u^2)(1+v^2)$, the arctangent has $v$-derivative $u/[r(1+v^2)]$ and mixed derivative $1/r^3$. The other two terms have mixed derivatives $1/r^3-3u^2/r^5$ and $1/r^3-3v^2/r^5$. With $u^2+v^2=r^2-1$ these two add to $-1/r^3+3/r^5$. The bracket therefore gives $3/r^5$, as required.

Because $F$ is odd in each variable, the integral over the square is $4F(1,1)$, with $r=\sqrt3$:

$$
\langle m^2\rangle=\frac{3}{2\pi}\cdot\frac43\left(\frac{\pi}{6}+\frac1{\sqrt3}\right)=\frac13+\frac{2}{\sqrt3\,\pi}=0.7009 .
$$

**Electric fields.** The longitudinal polarization varies between grains with standard deviation $P_s\sqrt{\langle m^2\rangle-\langle m\rangle^2}=0.100P_s$. The rms transverse polarization is $P_s\sqrt{1-\langle m^2\rangle}=0.547P_s$. Treat a grain as a sphere whose polarization differs by $\Delta P$ from its surroundings. Its surface charge $\Delta P\cos\theta$ produces at the centre a field of magnitude

$$
\frac{\Delta P}{4\pi\varepsilon_0}\int\cos^2\theta\,d\Omega=\frac{\Delta P}{3\varepsilon_0},
$$

which becomes $\Delta P/(3\varepsilon_0\varepsilon_r)$ when grain and surroundings share the relative permittivity $\varepsilon_r$. For $\varepsilon_r=1500$ the two deviations give 6.5 and 36 kV/cm, against a coercive field of 5 kV/cm. These are the fields a grain produces in itself. Its neighbours deviate from the mean as well and add a fluctuating field. For uniform $\varepsilon_r$ and a statistically isotropic arrangement of grains, one third of the mean-square deviation $\langle|\Delta\mathbf P|^2\rangle=P_s^2(1-\langle m\rangle^2)$ is curl-free and acts as the source of the field. The total rms field is then $0.556P_s/(\sqrt3\,\varepsilon_0\varepsilon_r)\approx63$ kV/cm. Free charge at the grain boundaries would reduce these fields.

**Stresses.** Let $S_0=c/a-1=0.01$. To first order, a domain has longitudinal strain $S_0(m^2-\tfrac13)$ relative to equal populations of the three axes, for which the mean squared cosine is $\tfrac13$. The ideal poling strain is thus $0.01\times(0.7009-0.3333)=0.37\%$. Its standard deviation between grains, evaluated numerically, is 0.165%. If the surroundings did not yield, isotropic elasticity with Young modulus $Y=110$ GPa and Poisson ratio $\nu=0.3$ would give a deviatoric stress

$$
\sigma=\frac{Y}{1+\nu}\,\Delta S=\frac{110\,000\ \mathrm{MPa}}{1.3}\times0.00165=140\ \mathrm{MPa},
$$

against a rough ferroelastic coercive stress of 40 MPa.

Both estimates exceed the switching thresholds. They are rough estimates, not upper bounds. Screening by free charge and elastic yielding of the surroundings would lower them. On the other hand, the stress counts only the longitudinal strain, while the shear strain between the field direction and a fixed transverse direction has the larger rms value $S_0\sqrt{(\langle m^2\rangle-\langle m^4\rangle)/2}=0.30\%$. The permittivity of a single-domain grain also depends strongly on direction, which a single $\varepsilon_r$ ignores. Still, the estimates show that for these parameters the fully poled state of independent grains cannot be taken for granted. A grain can relieve the misfit by splitting into several domains, and part (a) shows that this cannot raise the contribution of its spontaneous polarization above $P_sm$. The numerical output lists the material parameters used.

## Computed values

```
AVERAGE OVER GRAINS (dimensionless unless stated)
face integral, closed form          1.740840
face integral, quadrature           1.740840
Pr/Ps, closed form                  0.831190
Pr/Ps, sphere quadrature            0.831190
Pr/Ps, random grains                0.83101
standard error, random grains       0.00018
transverse mean x, random grains    0.00088
transverse mean y, random grains    -0.00012
transverse standard error           0.00071
number of random grains             300000
mean of m squared, closed form      0.700886
mean of m squared, quadrature       0.700886
standard deviation of m             0.1000
rms transverse polarization / Ps    0.5469
factor with 180-degree only         0.5000
same, random grains                 0.5006
largest angle to nearest axis       54.74 deg
BARIUM TITANATE CERAMIC, ROUGH INPUTS
spontaneous polarization            26.0 uC/cm2
coercive field                      5.0 kV/cm
poling and loop field amplitude     20.0 kV/cm
relative permittivity               1500
c/a                                 1.010
Young modulus                       110 GPa
Poisson ratio                       0.30
ferroelastic coercive stress        40 MPa
porosity                            5.0 %
pyroelectric coefficient, magnitude 0.020 uC/(cm2 K)
temperature change                  10 K
resistivity                         1.0e+11 ohm cm
loop frequency                      1.0 Hz
electrode area                      1.0 cm2
RESULTS AND NEGLECTED EFFECTS
maximum remanence                   21.61 uC/cm2
maximum remanence, SI               0.2161 C/m2
remanence, 180-degree only          13.00 uC/cm2
charge on reversal, 2 Pr A          43.22 uC
finite-field factor, threshold      0.788
finite-field remanence              20.50 uC/cm2
grains not on nearest axis          16.2 %
depolarizing field, longitudinal    6.5 kV/cm
depolarizing field, transverse      35.7 kV/cm
ideal mean poling strain            0.368 %
standard deviation of grain strain  0.165 %
fully clamped misfit stress         140 MPa
remanence with pores                20.53 uC/cm2
twin-axis tilt                      0.570 deg
bound on factor change from tilt    0.0100
remanence change from temperature   0.166 uC/cm2
false remanence from leakage        0.0250 uC/cm2
```
